# Hydrostatic piezoresistance of n-type silicon and its valley symmetry

## Problem

Smith's measured piezoresistance coefficients for lightly doped n-type silicon at room temperature are, in units of \(10^{-11}\,\mathrm{Pa^{-1}}\),

\[
\pi_{11}=-102.2,\qquad \pi_{12}=53.4,\qquad \pi_{44}=-13.6 .
\]

They are defined along the cube axes by

\[
\frac{\Delta\rho_{ii}}{\rho}=\pi_{11}X_{ii}+\pi_{12}\sum_{j\neq i}X_{jj},\qquad
\frac{\Delta\rho_{ij}}{\rho}=\pi_{44}X_{ij}\quad(i\neq j),
\]

where \(X_{ij}\) is the stress, positive in tension, and \(\rho\) is the unstressed resistivity.

(a) Find the relative change of resistivity under a hydrostatic pressure of 100 MPa. Does it depend on the direction of the current?

(b) Compare it with the response to a uniaxial tension of 100 MPa, and account for the comparison from the conduction-band valleys of silicon.

Pascals and electronvolts are used throughout, since atomic units are unnatural for these quantities.

## A tempting solution

Under hydrostatic loading all three normal stresses are equal, so the coefficient is

\[
\pi_h=\pi_{11}+2\pi_{12}=(-102.2+106.8)\times10^{-11}=4.6\times10^{-11}\ \mathrm{Pa^{-1}} .
\]

Multiplying by 100 MPa gives a rise in resistivity of 0.46 %. The effect is small because hydrostatic pressure leaves the crystal cubic. With no symmetry broken, the resistivity has no reason to change, and the true coefficient is zero. The remaining 4.6 is rounding error.

## Where it fails

The sum is right, but three statements built on it are not.

First, the sign. The coefficients multiply tensile stress, and a pressure \(P\) is the stress \(X_{ij}=-P\,\delta_{ij}\). A positive \(\pi_h\) therefore means that pressure lowers the resistivity.

Second, the symmetry argument. Cubic symmetry makes the resistivity tensor a multiple of the unit matrix, but it does not fix the multiple. A perturbation that preserves the symmetry may change any scalar. For example, compression packs the same number of electrons into a smaller volume, which changes the resistivity while the crystal stays cubic. Near cancellation thus needs a reason beyond the crystal class, namely the mechanism that dominates \(\pi_{11}\) and \(\pi_{12}\).

Third, the rounding. Each coefficient is given to 0.1, so each may be off by 0.05. The sum may then be off by at most \(0.05+2\times0.05=0.15\), in the same units, and rounding cannot produce 4.6. Measurement error is another matter, taken up at the end.

## Solution of (a)

With \(X_{11}=X_{22}=X_{33}=-P\) and no shear stress, the definition gives for each axis

\[
\frac{\Delta\rho}{\rho}=-(\pi_{11}+2\pi_{12})P=-\pi_hP
=-(4.6\times10^{-11})(10^{8})=-0.46\ \% .
\]

The three diagonal changes are equal and the off-diagonal ones vanish, so the change is the same for every current direction.

A current along \([110]\) shows how \(\pi_{44}\) disappears. Build the equal stress from three uniaxial stresses \(X\), along \([110]\), \([1\bar10]\) and \([001]\). The first has components \(X_{11}=X_{22}=X_{12}=X/2\), so

\[
\frac{\Delta\rho_{11}}{\rho}=\frac{\Delta\rho_{22}}{\rho}=\frac{\pi_{11}+\pi_{12}}{2}X,\qquad
\frac{\Delta\rho_{12}}{\rho}=\frac{\pi_{44}}{2}X .
\]

The resistivity along the unit vector \((1,1,0)/\sqrt2\) changes by \(\tfrac12(\Delta\rho_{11}+\Delta\rho_{22})+\Delta\rho_{12}\). The coefficient is therefore \((\pi_{11}+\pi_{12}+\pi_{44})/2=-31.2\). Stress along \([1\bar10]\) reverses the sign of \(X_{12}\) and gives \((\pi_{11}+\pi_{12}-\pi_{44})/2=-17.6\). Stress along \([001]\) gives \(\pi_{12}=53.4\). The sum is

\[
-31.2-17.6+53.4=4.6 ,
\]

as before.

## Solution of (b)

### Two parts of the response

Extrapolated linearly, the same coefficients give, for a tension of 100 MPa along a cube axis, a resistivity change of \(-10.22\) % along that axis and \(+5.34\) % across it. Both are more than ten times the hydrostatic change in magnitude. This contrast belongs to the cube axes. For tension and current along \([111]\) the coefficient is \((\pi_{11}+2\pi_{12}+2\pi_{44})/3=-7.5\), only about 1.6 times \(\pi_h\) in magnitude. Such a tension has three equal normal components and, as shown below, does not split the valleys. The cube-axis values also need a caution. They are estimates, since at this stress the response already departs from linearity, as the valley model below shows. To separate what pressure can probe from what it cannot, define \(D=\pi_{11}-\pi_{12}\). Since \(\pi_h+2D=3\pi_{11}\) and \(\pi_h-D=3\pi_{12}\),

\[
\pi_{11}=\frac{\pi_h}{3}+\frac{2D}{3},\qquad \pi_{12}=\frac{\pi_h}{3}-\frac{D}{3}.
\]

For normal stresses \(X_i\equiv X_{ii}\) with sum \(\operatorname{tr}X\), this turns the definition into

\[
\frac{\Delta\rho_{ii}}{\rho}=DX_i+\pi_{12}\operatorname{tr}X
=D\left(X_i-\tfrac13\operatorname{tr}X\right)+\frac{\pi_h}{3}\operatorname{tr}X .
\]

The first term responds to differences between the stresses, the second to their sum. Numerically \(D=-155.6\), so \(\pi_{11}=1.53-103.73\) and \(\pi_{12}=1.53+51.87\). The data are dominated by a part with \(\pi_{11}=-2\pi_{12}\). The valleys supply such a part.

### Valley energies

The conduction band of silicon has six equivalent minima, one pair on each cube axis. In linear deformation-potential theory, the pair on axis \(j\) shifts by

\[
E_j=\Xi_d\operatorname{tr}\varepsilon+\Xi_u\varepsilon_{jj},
\]

where \(\varepsilon\) is the strain. Hydrostatic strain has \(\varepsilon_{11}=\varepsilon_{22}=\varepsilon_{33}\), so all pairs shift together. For other stresses only the departure from the mean \(\bar E\) matters:

\[
E_j-\bar E=\Xi_u\left(\varepsilon_{jj}-\tfrac13\operatorname{tr}\varepsilon\right).
\]

Hooke's law for a cubic crystal reads

\[
X_j=(C_{11}-C_{12})\varepsilon_{jj}+C_{12}\operatorname{tr}\varepsilon,\qquad
\operatorname{tr}X=(C_{11}+2C_{12})\operatorname{tr}\varepsilon .
\]

Subtract one third of the second equation from the first. The coefficient of \(\operatorname{tr}\varepsilon\) becomes \(C_{12}-(C_{11}+2C_{12})/3=-(C_{11}-C_{12})/3\), hence

\[
\varepsilon_{jj}-\tfrac13\operatorname{tr}\varepsilon=\frac{X_j-\tfrac13\operatorname{tr}X}{C_{11}-C_{12}} .
\]

### Electron transfer

Let \(n_j\) be the electron density in pair \(j\) and \(N\) the total. The total is held fixed for now, which also leaves out the small change of volume. For non-degenerate electrons at temperature \(T\),

\[
\frac{n_j}{N}=\frac{e^{-E_j/kT}}{\sum_m e^{-E_m/kT}}
\simeq\frac13\left(1-\frac{E_j-\bar E}{kT}\right).
\]

A common shift multiplies numerator and denominator by the same factor and drops out, whatever its size. To first order the denominator is \(3e^{-\bar E/kT}\), because the departures from the mean sum to zero. Thus

\[
\frac{\delta n_j}{N}=-\frac{\Xi_u}{3kT}\,\frac{X_j-\tfrac13\operatorname{tr}X}{C_{11}-C_{12}} .
\]

Each valley has mobility \(\mu_l\) along its own axis and \(\mu_t\) across it. Writing \(e\) for the elementary charge, the conductivity along axis \(i\) is

\[
\sigma_{ii}=e\left[n_i\mu_l+(N-n_i)\mu_t\right].
\]

Summing over the axes gives \(\sum_i\sigma_{ii}=eN(\mu_l+2\mu_t)\), which does not contain the populations. Transfer redistributes conductivity among the axes without changing its trace. This holds for any size of transfer at fixed \(N\), \(\mu_l\) and \(\mu_t\).

The unstressed conductivity is \(\sigma_0=eN(\mu_l+2\mu_t)/3\), and \(\delta\sigma_{ii}=e\,\delta n_i(\mu_l-\mu_t)\). With \(L=\mu_t/\mu_l\) and \(\Delta\rho/\rho=-\delta\sigma/\sigma_0\) to first order,

\[
\frac{\Delta\rho_{ii}}{\rho}=3\,\frac{\delta n_i}{N}\,\frac{L-1}{2L+1}
=A\left(X_i-\tfrac13\operatorname{tr}X\right),
\]

\[
A=-\frac{\Xi_u}{kT\,(C_{11}-C_{12})}\,\frac{L-1}{2L+1}.
\]

Setting a single \(X_i\) different from zero gives the transfer coefficients

\[
\pi_{11}=\tfrac23A,\qquad \pi_{12}=-\tfrac13A,\qquad \pi_{11}+2\pi_{12}=0 .
\]

This is the reason for the near cancellation. Three equivalent valley pairs share a fixed number of electrons, and equal stresses give those electrons no reason to move. The factor 2 counts the two transverse directions that balance the longitudinal one.

The signs follow the same picture. For \(\Xi_u>0\), tension along \(x\) raises the \(x\) pair relative to the other two. Its electrons, which are slow along \(x\) when \(L>1\), move to pairs in which they are fast along \(x\). The resistivity falls along \(x\) and rises along \(y\) and \(z\). If \(L=1\) the valleys are isotropic, transfer has no effect on the conductivity, and \(A=0\).

### Size of the effect

Take round parameters of silicon-like size: \(\Xi_u=9\) eV, \(L=5\), \(T=300\) K (\(kT=25.85\) meV), \(C_{11}=160\) GPa and \(C_{12}=60\) GPa. Then

\[
A=-\frac{9}{0.02585}\times\frac{1}{10^{11}\ \mathrm{Pa}}\times\frac{4}{11}
\simeq-127\times10^{-11}\ \mathrm{Pa^{-1}},
\]

so \(\pi_{11}\simeq-84\) and \(\pi_{12}\simeq42\) in the usual units. These have the signs and the rough size of the measured \(-102.2\) and \(53.4\). This is an estimate, not a fit. Numerical differentiation of the inverse conductivity tensor of the model reproduces both coefficients and the vanishing hydrostatic response.

The model also gives \(\pi_{44}=0\), since a shear stress in the cube axes leaves every \(\varepsilon_{jj}\) at zero. The measured \(-13.6\) therefore shows that this transfer model is not the whole of the piezoresistance.

### When mobility follows the splitting

Stress may also change the mobility within a valley, for instance if scattering between valleys depends on their relative energies. Suppose both mobilities of pair \(j\) acquire the factor \(1+c(E_j-\bar E)/kT\), with \(c\) a constant. To first order, the product of population and mobility factor is

\[
\frac N3\left[1-(1-c)\frac{E_j-\bar E}{kT}\right].
\]

The whole transfer result is multiplied by \(1-c\), and \(\pi_{11}+2\pi_{12}\) remains zero. A numerical test with the arbitrary value \(c=0.4\) confirms both statements. For scattering between valley pairs \(c\) is expected to be negative: electrons in a raised pair find more final states in the lowered pairs, so their mobility falls, and the factor \(1-c\) then enlarges the transfer result. The cancellation thus survives this change in the mechanism, because the driving quantity is still a valley splitting.

## What the remainder can and cannot tell

A non-zero \(\pi_h\) needs an effect common to all valleys. One can be calculated. At a fixed number of electrons in the sample, dilation changes their density by \(-\operatorname{tr}\varepsilon\) relative to its initial value. At fixed mobility this gives

\[
\frac{\Delta\rho}{\rho}=\operatorname{tr}\varepsilon=\frac{3X}{C_{11}+2C_{12}}=\frac XK,\qquad K=\frac{C_{11}+2C_{12}}3 ,
\]

for equal tensile stresses \(X\). With the round constants \(K=93.33\) GPa, and the contribution to \(\pi_h\) is \(+1.07\times10^{-11}\ \mathrm{Pa^{-1}}\). It has the sign of the measured remainder and leaves about \(3.5\times10^{-11}\ \mathrm{Pa^{-1}}\). A mobility change common to all valleys is a possible source, but nothing here establishes it. The remainder also depends on whether the coefficients are adiabatic or isothermal. Take a linear expansion coefficient of \(2.6\times10^{-6}\ \mathrm{K^{-1}}\) and a heat capacity of \(1.64\times10^{6}\ \mathrm{J\,m^{-3}K^{-1}}\). Equal tensile stresses of 100 MPa applied adiabatically then cool the crystal by about 0.14 K. If \(\rho\propto T^{2.4}\), the adiabatic \(\pi_h\) lies about \(1.1\times10^{-11}\ \mathrm{Pa^{-1}}\) below the isothermal one, a shift as large as the dilution term.

It also matters whether a coefficient refers to resistivity or to resistance. Under equal stresses each length grows by the fraction \(X/(3K)\). Resistance is resistivity times length over area, so its coefficient is lower by \(1/(3K)=0.36\times10^{-11}\ \mathrm{Pa^{-1}}\). The coefficients were taken here as resistivity coefficients.

The remainder is a small difference of large numbers. Errors of 1 % in \(\pi_{11}\) and \(\pi_{12}\), with the worst signs, shift it by \(0.01\times(102.2+106.8)=2.09\) in the usual units. Adverse errors of \(4.6/209.0=2.2\) % would remove it. How well the value 4.6 is known, and even its sign, therefore depends on the measurement errors, which are not given here. Errors of a few percent would leave the near cancellation standing but could make the sign uncertain.

### A trap at finite stress

Finding \(\pi_h\) from uniaxial data also requires the linear limit. In the model, a tension of 100 MPa along \(x\) splits the valleys by 9.00 meV, about a third of \(kT\). The \(x\) pair then holds a fraction 0.2609 of the electrons and each other pair 0.3695. The resistivity changes are \(-7.32\) % along \(x\) and \(+4.11\) % along \(y\) and \(z\), with sum

\[
-7.32+2\times4.11=0.90\ \% .
\]

The linear transfer response would give zero. The conductivity trace is still conserved, so the relative conductivity changes \(s_i\) sum to zero, but resistivity is the inverse:

\[
\sum_i\left(\frac1{1+s_i}-1\right)=-\sum_i s_i+\sum_i s_i^2-\dots\simeq\sum_i s_i^2>0 .
\]

Dividing 0.90 % by 100 MPa would give an apparent \(\pi_h\) of \(9\times10^{-11}\ \mathrm{Pa^{-1}}\), in a model whose true transfer value is zero. This exceeds the measured remainder. The leading error is even in the stress, so it cancels when half the difference between the responses to tension and compression is used. A term cubic in the stress remains. In the model a compression of 100 MPa gives the sum \(+1.24\) %, so the half difference is \((0.90-1.24)/2=-0.17\) %, an apparent \(\pi_h\) of \(-1.7\times10^{-11}\ \mathrm{Pa^{-1}}\). At 10 MPa this residue is only \(-0.02\) in the same units, so small stresses are still needed.

Under a true pressure of 100 MPa this trap is absent: each pair in the model keeps one third of the electrons.

### Conditions

The argument requires a fixed number of conduction electrons. If pressure changes that number, through the ionization of donors or through thermal excitation across the gap, a further common term enters \(\pi_h\). Degeneracy by itself does not restore a transfer contribution. At fixed electron number a common shift of all valleys is matched by an equal shift of the Fermi level, and the populations stay equal.

The numerical output below lists the values used here.

## Numbers as computed

```
MEASURED INPUTS (Smith, n-silicon) AND THEIR CONSEQUENCES
pi11: -102.2 1e-11/Pa
pi12: 53.4 1e-11/Pa
pi44: -13.6 1e-11/Pa
2 pi12: 106.8 1e-11/Pa
hydrostatic pi_h = pi11 + 2 pi12: 4.6 1e-11/Pa
D = pi11 - pi12: -155.6 1e-11/Pa
common part pi_h/3: 1.53 1e-11/Pa
splitting part of pi11, 2D/3: -103.73 1e-11/Pa
splitting part of pi12, -D/3: 51.87 1e-11/Pa
current [110], stress [110]: -31.2 1e-11/Pa
current [110], stress [1-10]: -17.6 1e-11/Pa
current [110], stress [001]: 53.4 1e-11/Pa
sum of these three: 4.6 1e-11/Pa
applied stress or pressure: 100 MPa
drho/rho, hydrostatic pressure: -0.46 %
drho/rho, tension along current: -10.22 %
drho/rho, tension across current: 5.34 %
worst rounding error of pi_h: 0.15 1e-11/Pa
worst error of pi_h from 1% input errors: 2.09 1e-11/Pa
adverse input error that removes pi_h: 2.20 %
SIX-VALLEY MODEL (round inputs)
temperature: 300 K
kT: 25.85 meV
xi_u: 9.0 eV
xi_d: 1.0 eV
L = mu_t/mu_l: 5.0 (dimensionless)
C11: 160 GPa
C12: 60 GPa
C44: 80 GPa
A from formula: -126.59 1e-11/Pa
pi11 from numerical derivative: -84.40 1e-11/Pa
pi12 from numerical derivative: 42.20 1e-11/Pa
size of transfer pi_h: 0.0000 1e-11/Pa
size of transfer pi44: 0.0000 1e-11/Pa
valley splitting, 100 MPa tension on x: 9.00 meV
x-pair fraction, 100 MPa tension on x: 0.2609 
y-pair fraction, 100 MPa tension on x: 0.3695 
each pair fraction, 100 MPa pressure: 0.3333 
model drho_x/rho, finite tension: -7.32 %
model drho_y/rho, finite tension: 4.11 %
bulk modulus K: 93.33 GPa
dilution contribution to pi_h: 1.07 1e-11/Pa
measured pi_h minus dilution: 3.53 1e-11/Pa
resistance minus resistivity coefficient: -0.36 1e-11/Pa
```
